# Field Curvature of the Bismuth-Donor Clock Transition near 80 mT in Silicon

## Problem

A neutral bismuth donor in silicon binds one electron of spin $S=1/2$ around a nucleus of spin $I=9/2$. The contact coupling is $A=1475.4$ MHz. A static field $B$ lies along $z$. A clock transition is a resonance whose frequency $f$ has zero first derivative with respect to $B$, so that small field errors act on it only in second order.

Find the clock transition near 80 mT that the microwave field can drive through the electron spin. Give its field, its frequency and the curvature $f''=d^2f/dB^2$. Then find how wide the line is when the electron feels a static random field.

The donor is isolated and unstrained. Its site is then tetrahedral, so the nuclear quadrupole coupling vanishes and both the $g$ factor and the contact coupling are isotropic. In frequency units the Hamiltonian is

$$H/h=\gamma_e B S_z-\gamma_n B I_z+A\,\mathbf S\cdot\mathbf I ,\qquad \gamma_e=\frac{g\mu_B}{h}.$$

The spins are dimensionless. Both $\gamma_e$ and $\gamma_n$ are positive, and the opposite signs reflect the opposite directions of the electron and nuclear moments relative to their spins. The rounded inputs $g=2.000$ and $\gamma_n=7.0$ kHz/mT give $\gamma_e=27.9925$ MHz/mT and

$$\Gamma\equiv\gamma_e+\gamma_n=27.9995\ \text{MHz/mT}.$$

## First estimate by scaling

The total projection $m=m_S+m_I$ is conserved, because every term of $H$ commutes with $S_z+I_z$. For a given $m$ with $|m|\le4$ there are two states, $|\!\uparrow,m-\tfrac12\rangle$ and $|\!\downarrow,m+\tfrac12\rangle$, where the second label is $m_I$. Their diagonal energies differ by

$$D_m=\gamma_eB+\gamma_nB+\tfrac A2\left[(m-\tfrac12)+(m+\tfrac12)\right]=\Gamma B+Am .$$

The contact coupling also mixes them. If the mixing alone opens a gap $C$, the full gap is $\sqrt{D_m^2+C^2}$.

The size of $C$ follows from zero field. There $\mathbf S\cdot\mathbf I$ equals $I/2=9/4$ for total spin 5 and $-(I+1)/2=-11/4$ for total spin 4, a difference of 5. The estimate therefore takes $C\approx5A$ for every block and ignores its dependence on $m$.

An electron resonance joins the upper state of one block to the lower state of a neighbouring block. Apart from small nuclear terms the blocks share one centre of energy, so the line frequency is half the sum of the two gaps. For $|D|\ll C$, each gap is $C+D^2/(2C)$, and

$$f\approx C+\frac{D_m^2+D_{m-1}^2}{4C},\qquad D_{m-1}=D_m-A .$$

Since $dD/dB=\Gamma$ for both blocks, $f'=\Gamma(D_m+D_{m-1})/(2C)$. It vanishes when the two detunings are opposite, $D_m=A/2=-D_{m-1}$, which means

$$B\approx(\tfrac12-m)\frac A\Gamma,\qquad f''\approx\frac{\Gamma^2}{C}=\frac{\Gamma^2}{5A}.$$

The natural field unit is $A/\Gamma=52.69$ mT. A field of 80 mT is 1.52 such units, which selects $\tfrac12-m=\tfrac32$, hence the blocks $m=-1$ and $m-1=-2$. The estimates are

- field: $1.5\times52.69=79.0$ mT;
- frequency: $C=5A=7377$ MHz, where the detuning term $A/40$, about 0.5% of $C$, is dropped;
- curvature: $27.9995^2/7377=0.1063$ MHz/mT$^2$, or 106.3 kHz/mT$^2$.

## Exact solution of the spin Hamiltonian

**Energies.** Write $\mathbf S\cdot\mathbf I=S_zI_z+\tfrac12(S_+I_-+S_-I_+)$. The diagonal elements of block $m$ are

$$\begin{aligned}
H_{\uparrow\uparrow}/h&=\tfrac12\gamma_eB-\gamma_nB(m-\tfrac12)+\tfrac A2(m-\tfrac12),\\
H_{\downarrow\downarrow}/h&=-\tfrac12\gamma_eB-\gamma_nB(m+\tfrac12)-\tfrac A2(m+\tfrac12).
\end{aligned}$$

Their mean is $-A/4-\gamma_nBm$ and half their difference is $(\Gamma B+Am)/2$. The off-diagonal element contains the matrix element of $I_-$ from $m+\tfrac12$ to $m-\tfrac12$:

$$\frac A2\sqrt{I(I+1)-(m+\tfrac12)(m-\tfrac12)}
=\frac A2\sqrt{\tfrac{99}{4}-m^2+\tfrac14}=\frac A2 s_m,\qquad s_m=\sqrt{25-m^2}.$$

With $x=\Gamma B/A$, the two eigenvalues are the mean plus or minus the root of the sum of squares:

$$\frac{E_\pm(m)}h=-\frac A4-\gamma_nBm\pm\frac A2R_m,$$

$$R_m=\sqrt{(x+m)^2+s_m^2}=\sqrt{x^2+2mx+25}.$$

The states $m=\pm5$ have no partner and stay unmixed.

**Two lines.** Each pair of neighbouring blocks that both contain two states gives two resonances between an upper and a lower state. Resonances between two upper or two lower states lie at much lower frequency and are left aside, although they have clock points of their own at higher field (the lowest near 370 mT and 1.04 GHz, with $S_x$ element about 0.18). Subtracting the energies, with the nuclear terms $-\gamma_nBm$ and $-\gamma_nB(m-1)$ kept, gives

$$\begin{aligned}
f_a&=E_+(m)/h-E_-(m-1)/h=\bar f-\gamma_nB,\\
f_b&=E_+(m-1)/h-E_-(m)/h=\bar f+\gamma_nB,
\end{aligned}\qquad \bar f=\frac A2(R_m+R_{m-1}).$$

The "clock transition near 80 mT" is therefore a close pair of lines. I first locate the minimum of their mean $\bar f$, then restore the nuclear term.

**Clock field.** Since $dR_m/dx=(x+m)/R_m$, the condition $\bar f'=0$ is

$$\frac{x+m}{R_m}=-\frac{x+m-1}{R_{m-1}} .$$

Set $u=(x+m)/s_m$ and $v=(x+m-1)/s_{m-1}$. Then $R_m=s_m\sqrt{1+u^2}$, and likewise for $m-1$ with $v$, so the condition becomes $u/\sqrt{1+u^2}=-v/\sqrt{1+v^2}$. The function $u/\sqrt{1+u^2}$ is odd and strictly increasing, so $u=-v$. Multiplying out,

$$(x+m)s_{m-1}=-(x+m-1)s_m .$$

With $S_\Sigma=s_m+s_{m-1}$, collecting $x$ gives

$$x_0=-\frac{m\,s_{m-1}+(m-1)s_m}{S_\Sigma},\qquad B_0=\frac A\Gamma x_0 .$$

Adding $m=m(s_m+s_{m-1})/S_\Sigma$ to $x_0$ leaves $x_0+m=s_m/S_\Sigma$. Hence $u=1/S_\Sigma$, and

$$f_0=\bar f(B_0)=\frac A2S_\Sigma\sqrt{1+\frac1{S_\Sigma^2}}=\frac A2\sqrt{S_\Sigma^2+1}.$$

The frequency $f_0$ depends on $A$ and the spin quantum numbers, but not on $g$. An error in $g$ moves the field at which the clock point occurs.

**Curvature.** A second derivative gives

$$\frac{d^2R_m}{dx^2}=\frac1{R_m}-\frac{(x+m)^2}{R_m^3}=\frac{s_m^2}{R_m^3}.$$

Each derivative with respect to $B$ brings a factor $\Gamma/A$, so

$$\bar f''=\frac{\Gamma^2}{2A}\left(\frac{s_m^2}{R_m^3}+\frac{s_{m-1}^2}{R_{m-1}^3}\right).$$

This is positive at every field, so $\bar f$ has at most one stationary point, and it is a minimum. At that point $R_m=s_m\sqrt{1+1/S_\Sigma^2}$ for both blocks, and $1/s_m+1/s_{m-1}=S_\Sigma/(s_ms_{m-1})$. Therefore

$$f''\equiv\bar f''(B_0)=\frac{\Gamma^2}{2A}\,\frac{S_\Sigma}{s_ms_{m-1}}\left(1+\frac1{S_\Sigma^2}\right)^{-3/2}.$$

**Numbers for $m=-1$.** Here $s_{-1}=\sqrt{24}=4.89898$, $s_{-2}=\sqrt{21}=4.58258$ and $S_\Sigma=9.48156$. Then

$$x_0=\frac{4.58258+2\times4.89898}{9.48156}=1.51669,$$

$$B_0=1.51669\times\frac{1475.4}{27.9995}=79.92\ \text{mT},$$

$$f_0=737.7\times\sqrt{9.48156^2+1}=7033.3\ \text{MHz}=7.0333\ \text{GHz}.$$

For the curvature, $R_{-1}=4.92615$ and $R_{-2}=4.60799$, so

$$f''=\frac{27.9995^2}{2\times1475.4}\left(\frac{24}{4.92615^3}+\frac{21}{4.60799^3}\right)=0.26568\times0.41539=0.1104\ \text{MHz/mT}^2 .$$

The result is **110.4 kHz/mT$^2$**, equal to 110.4 GHz/T$^2$. The frequency shift for a small field error $\delta B$ contains half of this, $55.2\ \text{kHz/mT}^2\times\delta B^2$.

Diagonalizing the full $20\times20$ Hamiltonian and taking a finite second difference gives 110.362 kHz/mT$^2$, the same as the formula to the digits printed. At 5 mT above $B_0$ the frequency has risen by 1.3796 MHz by diagonalization and by 1.3795 MHz by the quadratic law.

**The nuclear term.** For line $a$ the stationary condition is $\bar f'=\gamma_n$. Near $B_0$, $\bar f'\approx f''\delta B$, so its minimum lies higher by

$$\delta B=\frac{\gamma_n}{f''}=\frac{7.0}{110.4}\ \text{mT}=63\ \mu\text{T}.$$

For line $b$ the sign is reversed. The minima are at 79.983 mT and 7032.78 MHz for $a$, and at 79.857 mT and 7033.90 MHz for $b$. Their separation in frequency is close to $2\gamma_nB_0=1.12$ MHz. A term linear in $B$ adds nothing to the second derivative, so at a given field both lines have the curvature of $\bar f$.

**Can the lines be driven?** Let $\cot\theta_m=(x+m)/s_m$. The states of line $a$ are

$$\begin{aligned}
|+,m\rangle&=\cos\tfrac{\theta_m}2|\!\uparrow,m-\tfrac12\rangle+\sin\tfrac{\theta_m}2|\!\downarrow,m+\tfrac12\rangle,\\
|-,m-1\rangle&=-\sin\tfrac{\theta_{m-1}}2|\!\uparrow,m-\tfrac32\rangle+\cos\tfrac{\theta_{m-1}}2|\!\downarrow,m-\tfrac12\rangle .
\end{aligned}$$

The operator $S_x$ flips the electron, with element 1/2, and leaves $m_I$ unchanged. The components with $m_I=m-\tfrac12$ are the ones that match, so the element is $\tfrac12\cos(\theta_m/2)\cos(\theta_{m-1}/2)$. For line $b$ the same argument gives $-\tfrac12\sin(\theta_m/2)\sin(\theta_{m-1}/2)$.

At $B_0$, $u=-v$ means $\theta_{m-1}=\pi-\theta_m$. Both magnitudes then equal $\tfrac14\sin\theta_m=S_\Sigma/(4\sqrt{S_\Sigma^2+1})=0.2486$, about half the value 1/2 of a fully allowed electron resonance. At high field both angles tend to zero: line $a$ becomes fully allowed and line $b$ becomes forbidden. Near 80 mT both are electron resonances of equal strength, if the weak action of the drive on the nuclear moment is neglected.

## Comparison of estimate and solution

Relative to the exact values, the estimated field is 1.1% low, the frequency 4.9% high and the curvature 3.7% low. The formulas show where each error arises.

- **Field.** Since $x_0+m=s_m/S_\Sigma=\tfrac12+(s_m-s_{m-1})/(2S_\Sigma)$, the estimate misses the second term, here 0.0167. It would vanish if the two mixing strengths were equal.
- **Frequency.** The mean mixing strength is $S_\Sigma/2=4.74$ instead of 5, which lowers $f_0$. The detuning factor $\sqrt{1+1/S_\Sigma^2}$ raises it again by 0.6%.
- **Curvature.** The weaker mixing raises $f''$ by 5.6%, because a smaller gap bends more sharply. The factor $(1+1/S_\Sigma^2)^{-3/2}$ lowers it by 1.6%.

The pair $m=-3,-4$ puts the estimate under more strain. There $s_{-3}=4$ and $s_{-4}=3$, far from 5. The scaling field is $3.5\times52.69=184.4$ mT against the exact 188.19 mT, still within 2.0%. The scaling frequency of 7377 MHz is 41% above the exact 5216.3 MHz, and the scaling curvature of 106.3 kHz/mT$^2$ is 29% below the exact 150.35 kHz/mT$^2$. The field estimate survives because it rests on the balance of two detunings, while the other two results depend directly on the size of the gap.

The limits of $\bar f'$ tell which pairs have a clock point. At zero field $\bar f'=\Gamma(2m-1)/10$, and at high field $\bar f'\to\Gamma$. A minimum at positive field therefore requires $m\le0$. An unmixed state has $dR/dx=\pm1$, which the slope of a mixed state, always smaller than 1 in size, cannot cancel. Without the nuclear term, both blocks must therefore contain two states, so $m-1\ge-4$. This leaves $m=0,-1,-2,-3$, or eight lines between an upper and a lower state, and a scan of such lines in the diagonalized Hamiltonian from 5 to 250 mT finds eight. The nuclear term also gives a stationary point to the line between the unmixed state $m=-5$ and the lower state of $m=-4$, but only near 5.2 T. There the electron points almost fully down in both states, so the line is essentially a nuclear resonance.

## What the curvature means for a noisy line

In natural silicon the $^{29}$Si nuclei near a donor produce a random field on the electron. Treat it as static, classical and Gaussian along $z$, with a rough rms value $\sigma=0.17$ mT. On an ordinary high-field line it gives an rms width $\gamma_e\sigma=4.76$ MHz.

A field $b$ that acts on the electron alone enters the block energies through the detuning, because the electron terms cancel in the block mean. At $B_0$ its linear effect thus vanishes for both lines. The remaining shift is $\tfrac12f''b^2$, where the factor $(\gamma_e/\Gamma)^2$ has been set to 1. For a Gaussian variable, $\langle b^4\rangle-\langle b^2\rangle^2=3\sigma^4-\sigma^4=2\sigma^4$, and the rms width is

$$\frac{f''}2\sqrt2\,\sigma^2=\frac{f''\sigma^2}{\sqrt2}=\frac{110.4\times0.17^2}{\sqrt2}=2.26\ \text{kHz}.$$

Averaging the diagonalized frequencies over the Gaussian gives 2.25 kHz.

The minimum of an individual line is a slightly different place. There the electron and nuclear responses to a uniform field cancel each other, and a field on the electron alone still acts linearly. The condition $\bar f'=\pm\gamma_n$ leaves a slope of magnitude $\gamma_n\gamma_e/\Gamma=7.00$ kHz/mT, worth 1.19 kHz of rms width. For noise of this kind the better setting is $B_0$, 63 $\mu$T away from either minimum. For noise of a uniform applied field, the better setting is the minimum of the line in use.

A classical static transverse field matters far less at $B_0$. It mainly tilts the axis of the electron field, which an isotropic Hamiltonian does not register except through the nuclear Zeeman term. For line $a$, a transverse 0.17 mT shifts the frequency by 1.25 Hz, against 1594 Hz for the same field along $z$.

Real $^{29}$Si nuclei are not a classical field. Each is a spin $K=1/2$ coupled by $a\,\mathbf S\cdot\mathbf K$, and the flip-flop part of this coupling leaves a second-order shift that changes sign with $K_z$ and does not vanish at $B_0$. Its size is about $1.05\times10^{-3}\ \text{MHz}^{-1}\times a^2|K_z|$. One nucleus with $a=5$ MHz moves line $a$ by $-12.8$ or $+13.6$ kHz. If $N$ equal nuclei together produce $\sigma=0.17$ mT, the rms width at $B_0$ is 15 kHz for $N=10$ and 5.3 kHz for $N=100$. The classical 2.25 kHz is approached only for several hundred or more weakly coupled nuclei, whereas around a donor a few strongly coupled ones dominate.

## The model beside a real donor

The coupling and the nuclear spin are those of bismuth in silicon, and $g$ is close to 2. An error of 0.001 in $g$ moves $B_0$ by 40 $\mu$T and the curvature by 0.1%, so further digits of either would need a more precise $g$ than the rounded one used here. The frequency depends on $A$ instead: a value lower by 0.23 MHz, such as $A=1475.17$ MHz, lowers both lines by 1.1 MHz. The finer digits quoted above serve only to test the algebra and to show the small separation of the two lines. At an assumed temperature of 5 K, $kT=0.431$ meV is far below the rough binding energy of 71 meV, and the electron stays bound. The ratio $hf_0/kT=0.0675$ means that the spin populations are nearly equal, which weakens the signal but does not move the line.

The field's squeezing of the donor orbital is negligible. With a rough rms distance of 1.5 nm from the field axis and a mass of $0.26\,m_e$, the diamagnetic energy is about $2\times10^{-8}$ of the binding energy. Even if $A$ changed by a hundred times this fraction, the added curvature would be only a few MHz/T$^2$, against 110 GHz/T$^2$.

The model also assumes that all donors share one value of $A$, which need not hold in a real sample. In natural silicon the random masses of the neighbouring isotopes change it slightly from donor to donor, even without strain. In a device, strain and electric fields from nearby electrodes can change it too. The width of 2.25 kHz is only that of a classical static Gaussian field, not the full $^{29}$Si contribution and not a prediction of the linewidth. The ratio $\bar f/A$ depends on $A$ only through $x=\Gamma B/A$, and at $B_0$ it is stationary in $x$. At fixed $B=B_0$ this gives $\partial\bar f/\partial A=f_0/A=4.767$, so a change of 1 part per million shifts the line by 7.03 kHz. An rms spread of 0.32 parts per million already equals the 2.25 kHz width from field noise. The curvature itself, taken at the displaced clock point, scales as $1/A$ and hardly moves. A clock point in field thus gives no protection against variations of the contact coupling.

The static width is not a coherence time. That also depends on how fast the silicon nuclei exchange spin and on coupling between donors, both absent here. Strain of low symmetry would add a quadrupole term, which this Hamiltonian does not contain. The numerical output below lists the values used.

## Numbers as computed

```
contact coupling A = 1475.4 MHz; g = 2.000
electron ratio = 27.9925 MHz/mT
nuclear ratio = 7.0 kHz/mT
sum of ratios = 27.9995 MHz/mT
all four pairs (m, m-1): field, mean frequency, curvature
 (0,-1): 26.62 mT, 7339.6 MHz, 105.75 kHz/mT^2
 (-1,-2): 79.92 mT, 7033.3 MHz, 110.36 kHz/mT^2
 (-2,-3): 133.52 mT, 6374.2 MHz, 121.91 kHz/mT^2
 (-3,-4): 188.19 mT, 5216.3 MHz, 150.35 kHz/mT^2
number of stationary lines, 5 to 250 mT = 8
pair (-1,-2):
s(-1) = 4.89898; s(-2) = 4.58258; S = 9.48156
reduced field x0 = 1.51669
R(-1) = 4.92615
R(-2) = 4.60799
clock field B0 = 79.920 mT
mean frequency f0 = 7033.34 MHz = 7.0333 GHz
curvature, formula = 110.362 kHz/mT^2
curvature, diagonalization = 110.362 kHz/mT^2
curvature, converted = 110.36 GHz/T^2
half curvature = 55.18 kHz/mT^2
nuclear displacement of minimum = 63.4 uT
line (+,-1)-(-,-2): 79.983 mT, 7032.778 MHz
line (+,-2)-(-,-1): 79.857 mT, 7033.897 MHz
difference of the two minima = 1.119 MHz
Sx matrix element, both lines = 0.2486
rise at +5 mT, diagonalization = 1.3796 MHz
rise at +5 mT, quadratic law = 1.3795 MHz
rms nuclear field (rough) = 0.17 mT
rms width at B0, quadrature = 2.254 kHz
rms width at B0, formula = 2.255 kHz
rms width of ordinary high-field line = 4.76 MHz
electron-only slope at line minimum = 7.00 kHz/mT
rms width from that slope = 1.19 kHz
shift by longitudinal 0.17 mT = 1594 Hz
shift by transverse 0.17 mT = 1.25 Hz
df/dA at B0 = 4.7671
shift for 1 ppm change of A = 7.03 kHz
A spread equal to noise width = 0.32 ppm
B0 change for g error 0.001 = 40 uT
rough orbit: radius 1.5 nm, mass 0.26 m_e
diamagnetic energy / binding energy = 1.7e-08
diamagnetic curvature (rough) = 3.8e+01 Hz/T^2 x 1e3
temperature = 5 K; kT = 0.431 meV
binding energy (rough) = 71 meV
h f0 / kT = 0.0675
```
